# Spin Expectation Value and Collinearity Test for Two-Component Determinants, part 2

When is a determinant $\Phi$ of $N$ orthonormal two-component spinors collinear, meaning that its occupied space can be spanned by spinors each purely up or down along one common axis? The test uses the fluctuations of the total spin $\mathbf S$, with $\hbar=1$ and one-electron spin operators $\sigma_i/2$.

The projector on the occupied spinors is $P=1\otimes p_0+\sum_k\sigma_k\otimes p_k$, with Hermitian spatial matrices $p_0,p_k$. The spin-summed density matrix is $D=2p_0$, and $T_{ij}=\mathrm{Tr}(p_ip_j)$. Site moments are the diagonal elements of $2p_k$, in Bohr magnetons for $g=2$. The real symmetric part of $G_{ij}=\langle S_iS_j\rangle-\langle S_i\rangle\langle S_j\rangle$ is the covariance matrix $C$, so $\mathbf n^{T}C\mathbf n$ is the variance of $\mathbf n\cdot\mathbf S$ for a real unit vector $\mathbf n$.

A first derivation, which counts the electrons that spin operators lift out of the occupied space, gave

$$\boxed{\langle S^2\rangle=|\langle\mathbf S\rangle|^2+N-\tfrac12\mathrm{Tr}\,D^2} \tag{10}$$

$$\boxed{C=(\mathrm{Tr}\,T)\,1-T} \tag{16}$$

A second derivation, to be completed here, turns the spins about $\mathbf n$. With $\lambda_a$ the eigenvalues of $\mathbf n\cdot\boldsymbol\sigma$ within the occupied space, it has given

$$\langle\mathbf n\cdot\mathbf S\rangle=\tfrac12\sum_a\lambda_a,\qquad \mathbf n^{T}C\mathbf n=\tfrac14\sum_a(1-\lambda_a^2). \tag{20}$$

The variance vanishes if and only if every $\lambda_a=\pm1$, which makes the determinant collinear.

The main example is three electrons on a triangle of sites, with hopping $t$ and on-site repulsion $U=10t$. One mean-field solution has moments $(0.600,0.600,0.490)$ on two sites and $(-0.587,-0.587,-0.479)$ on the third; another has $(0.970,0,0)$ and $(-0.485,\pm0.840,0)$.

The "S_plus example" in the printed values occupies $\varphi{\uparrow}$ and $(\varphi{\downarrow}+\chi{\uparrow})/\sqrt2$, with $\varphi,\chi$ orthonormal. It is noncollinear, yet $G$ has the complex null vector $(1,i,0)$, because $S_+=S_x+iS_y$ annihilates the determinant.

### The part of the spin density matrix off the axis

Since $\sum_a\lambda_a^2=\mathrm{Tr}(P\,\mathbf n\cdot\boldsymbol\sigma\,P\,\mathbf n\cdot\boldsymbol\sigma)$, the variance can be written as the squared size of a commutator. Let $K=[P,\mathbf n\cdot\boldsymbol\sigma]$. It is anti-Hermitian, so

$$\mathrm{Tr}(K^\dagger K)=-\mathrm{Tr}\,K^2=2\,\mathrm{Tr}\,P^2-2\,\mathrm{Tr}(P\,\mathbf n\cdot\boldsymbol\sigma\,P\,\mathbf n\cdot\boldsymbol\sigma)=2\sum_a(1-\lambda_a^2), \tag{21}$$

where $\mathrm{Tr}\,P^2=N$ was used. With eq. (20), $\mathbf n^{T}C\mathbf n=\frac18\mathrm{Tr}(K^\dagger K)$.

The part $1\otimes p_0$ of $P$ commutes with $\mathbf n\cdot\boldsymbol\sigma$. The rest gives, through $[\sigma_k,\sigma_l]=2i\sum_m\epsilon_{klm}\sigma_m$,

$$K=2i\sum_m\sigma_m\otimes(\mathbf p\times\mathbf n)_m,\qquad(\mathbf p\times\mathbf n)_m=\sum_{kl}\epsilon_{klm}p_kn_l .$$

In $\mathrm{Tr}(K^\dagger K)$ the prefactor contributes 4 and the spin trace contributes 2. They cancel the factor $\frac18$:

$$\begin{aligned}\mathbf n^{T}C\mathbf n&=\sum_m\mathrm{Tr}\,(\mathbf p\times\mathbf n)_m^2\\&=\sum_k\mathrm{Tr}\,p_k^2-\mathrm{Tr}\,(\mathbf n\cdot\mathbf p)^2=\mathrm{Tr}\,T-\mathbf n^{T}T\mathbf n .\end{aligned} \tag{22}$$

The second line follows from the contraction of two $\epsilon$ symbols and $\mathbf n\cdot\mathbf n=1$. A real symmetric matrix is fixed by its values $\mathbf n^{T}C\mathbf n$ for all unit vectors, so $C=(\mathrm{Tr}\,T)1-T$. Its trace is $2\,\mathrm{Tr}\,T$. From $N=\mathrm{Tr}\,P^2=2\,\mathrm{Tr}\,p_0^2+2\,\mathrm{Tr}\,T$, this equals $N-2\,\mathrm{Tr}\,p_0^2=N-\frac12\mathrm{Tr}\,D^2$, and the formula for $\langle S^2\rangle$ follows.

Equation (22) also guides the choice of a numerical threshold. The variance is the square of the off-axis part of the spin density matrix. A smallest eigenvalue of $10^{-6}$ thus corresponds to an off-axis part of $\mathbf p$ of Frobenius norm $10^{-3}$ (twice that for the magnetization matrix $2\mathbf p$), which may be larger than the convergence error of the density matrix.

### How many eigenvalues can vanish

For a real vector $\mathbf u$, $\mathbf u^{T}T\mathbf u=\mathrm{Tr}(\mathbf u\cdot\mathbf p)^2\ge0$. Let the eigenvalues of $T$ be $\tau_1,\tau_2,\tau_3\ge0$. Those of $C$ are $\tau_2+\tau_3$, $\tau_1+\tau_3$ and $\tau_1+\tau_2$. If two of these vanish, all three $\tau$ vanish, and so does the third sum. Three cases remain:

- Three zeros: every $p_k=0$. The determinant is a closed-shell singlet and has no preferred axis.
- One zero: $p_k=n_kq$ with a single matrix $q\neq0$. The determinant is collinear, and the other two eigenvalues are equal. Their sum is $\langle S^2\rangle-M^2$, where $M$ is the spin along $\mathbf n$, so each is $(\langle S^2\rangle-M^2)/2$.
- No zero: the determinant is noncollinear.

### The 120-degree state

The example uses round model parameters: $-t$ for hopping between each pair of sites and $U=10t$. For a determinant, the mean double occupation of site $r$ is $(n_r^2-|\mathbf m_r|^2)/4$, where $n_r$ is the charge and $\mathbf m_r$ the moment. It depends on the length of $\mathbf m_r$ and not on its direction, as does the energy density of a local noncollinear spin functional. Varying the energy with respect to $P$ gives the one-electron operator

$$h_{\rm MF}=h_{\rm hop}+\frac U2\sum_r|r\rangle\langle r|\,(n_r-\mathbf m_r\cdot\boldsymbol\sigma).$$

Try $n_r=1$ and moments of length $m$ at angles $Qr$ in the $xy$ plane, with $Q=2\pi/3$ and $r=0,1,2$. Bloch states have hopping energies $-2t\cos k$, which is $-2t$ for $k=0$ and $+t$ for $k=\pm Q$. The moment term contains $e^{iQr}|{\downarrow}\rangle\langle{\uparrow}|$, so it couples $k{\uparrow}$ to $(k+Q){\downarrow}$, with matrix element $-\Delta$, where $\Delta=Um/2$. Three $2\times2$ problems result. Apart from the common shift $U/2$, their lower levels are $-\frac t2-E$ (twice) and $t-\Delta$, with $E=\sqrt{9t^2/4+\Delta^2}$. They lie below all the upper levels, because $\Delta>0$ and $E\ge3t/2$ imply $t-\Delta<-\frac t2+E$. The occupied spinors are

$$u|0{\uparrow}\rangle+w|Q{\downarrow}\rangle,\qquad \tfrac1{\sqrt2}(|Q{\uparrow}\rangle+|{-Q}{\downarrow}\rangle),\qquad w|{-Q}{\uparrow}\rangle+u|0{\downarrow}\rangle, \tag{23}$$

where $u^2=\frac{1+c}2$, $w^2=\frac{1-c}2$, $c=\frac{3t}{2E}$ and $2uw=\Delta/E$. Each spinor puts $\frac13$ electron on each site, so $n_r=1$ is consistent. The $z$ moments of the first and third cancel, and the second has none. The in-plane moments add to

$$m=\frac13\left(1+\frac{2\Delta}E\right). \tag{24}$$

At $U=10t$ the solution is $m=0.9702$. Then $\Delta=4.851t$, $E=\sqrt{1.5^2+4.851^2}\,t=5.078t$ and $c=1.5/5.078=0.2954$.

In the Bloch basis ordered as $0,Q,-Q$, adding the up and down occupations from (23) gives $D=\mathrm{diag}(1+c,\,1-\frac c2,\,1-\frac c2)$. The mean spin is zero, so

$$\langle S^2\rangle=3-\tfrac12\left(3+\tfrac32c^2\right)=\tfrac32-\tfrac34c^2=1.5-0.0654=1.435 . \tag{25}$$

Half the difference of the occupations gives $p_z=\mathrm{diag}(0,\frac c4,-\frac c4)$, hence $T_{zz}=c^2/8$. This is not zero, although $m_z$ vanishes on every site: $p_z$ has elements between sites that the moments do not show. Since $\mathrm{Tr}\,T=\frac12\mathrm{Tr}\,C=\frac34-\frac38c^2$,

$$C_{zz}=\mathrm{Tr}\,T-T_{zz}=\tfrac34-\tfrac12c^2=0.706 .$$

A step to the next site combined with a spin rotation by $120^\circ$ about $z$ leaves the occupied space unchanged. $C$ is therefore unchanged by that rotation, which makes $z$ an eigenvector and the two in-plane eigenvalues equal. They share the rest of the trace:

$$C_{xx}=C_{yy}=\tfrac12\left[\left(\tfrac32-\tfrac34c^2\right)-\left(\tfrac34-\tfrac12c^2\right)\right]=\tfrac38-\tfrac18c^2=0.364 . \tag{26}$$

No eigenvalue vanishes: the state is noncollinear. Along $x$, the occupied eigenvalues are $\lambda=-0.648,-0.352,1.000$, and eq. (20) gives $\frac14(0.580+0.876+0)=0.364$ again. One occupied spinor is purely up along $x$, but a collinear state requires all three to be pure.

For large $U/t$, $c\to0$ and the eigenvalues approach $\frac38,\frac38,\frac34$. These are the values for three localized spins at $120^\circ$, each contributing $\frac14[1-(\mathbf n\cdot\mathbf e_r)^2]$ with $\mathbf e_r$ its direction. At $U=40t$ they are already $0.374,0.374,0.747$. The closed forms are tested against the iterated solution at both values of $U$.

### The tilted collinear state

The collinear solution from the start has two spins up and one down. It was turned rigidly to the axis $\mathbf n=(0.612,0.612,0.500)$, which leaves its energy unchanged because the model has no spin–orbit coupling. It has $M=\frac12$ and $\langle S^2\rangle=1.670$, so its nonzero eigenvalues should be $(1.670-0.250)/2=0.710$. The computed ones are $0,0.710,0.710$, the null vector is the axis put in, and the occupied eigenvalues of $\mathbf n\cdot\boldsymbol\sigma$ are $-1,1,1$. The three Cartesian components seen at the start are those of a single direction.

The 120-degree state has the energy $-3tc+\frac{3U}4(1-m^2)=(-0.886+0.440)t=-0.447t$ (the sum uses unrounded terms). The collinear state lies at $-0.402t$, higher by $0.045t$. It is self-consistent but only a saddle point: its energy falls when the spinors are allowed to cant off the axis. The exact ground state of the model is at $-0.583t$ with $\langle S^2\rangle=0.75$. Both determinants therefore lack correlation energy and contain higher spins. The covariance test classifies a determinant; it does not say how good it is.

### Noncollinear without any magnetization

A collinear determinant has $\mathbf m(\mathbf r)$ parallel to one axis everywhere, because $p_k=n_kq$. The reverse inference fails. Put two electrons in the lowest Kramers pair of the triangle at $U=0$, with spin-dependent hopping $\langle0|h|1\rangle=-t+i\lambda\sigma_x$, $\langle1|h|2\rangle=-t+i\lambda\sigma_y$, $\langle2|h|0\rangle=-t+i\lambda\sigma_z$ and $\lambda=0.5t$. Time reversal leaves $P$ unchanged, flips every $\sigma_k$ and conjugates the spatial matrices, so $p_k=-p_k^*$. A Hermitian matrix with this property is imaginary and antisymmetric. Its diagonal is zero, and no site has a moment. The eigenvalues of $C$ are nevertheless $0.036,0.036,0.070$, with sum $\langle S^2\rangle=0.142$. The values depend on the sign of $\lambda$: for $\lambda=-0.5t$ they are $0.063,0.063,0.121$, again with no site moment. The noncollinearity sits in the elements of $p_k$ between sites.

### What each derivation assumes

Both derivations assume a single determinant with integer occupations. Each uses $\mathrm{Tr}\,P^2=N$, which fails for fractional occupations; eqs. (10) and (16) then do not follow. In Kohn–Sham theory the results describe the auxiliary determinant. Its $\langle S^2\rangle$ need not be that of the interacting electrons, even if the density is right.

The first derivation needs a complete set of empty spinors, at least formally, and the orthogonality of singly excited determinants. In return it gives the full Hermitian matrix $G$, including the imaginary part that makes $G$ unsuitable for the test.

The second needs the occupied spinors alone and the rule for the overlap of two determinants. Because it turns spins about real axes, it yields the symmetric matrix $C$ directly and never meets complex null vectors, but it does not produce $G$ itself. The antisymmetric part $\frac i2\sum_k\epsilon_{ijk}\langle S_k\rangle$ has to be added from the commutation rule of the spin components, with the mean spin taken from eq. (20). It gives more about a single axis: the whole probability distribution of $\mathbf n\cdot\mathbf S$.

One statement survives without a determinant. For any normalized state, zero variance of $\mathbf n\cdot\mathbf S$ means that the state is an eigenstate of $\mathbf n\cdot\mathbf S$. What the determinant adds is that the variance can be computed from the one-electron density matrix, and that, when it vanishes, the occupied spinors can be chosen so that each is purely up or down along the same axis.

## Values computed for the example and the checks

```
Hopping t: 1.000000 (energy unit)
Interaction U: 10.000000 t
120-degree state, moment (x,y,z) site 1: 0.970249 0.000000 0.000000 mu_B (g=2)
120-degree state, moment (x,y,z) site 2: -0.485125 0.840260 0.000000 mu_B (g=2)
120-degree state, moment (x,y,z) site 3: -0.485125 -0.840260 0.000000 mu_B (g=2)
120-degree state U=10t, moment length: 0.970249 mu_B (g=2)
120-degree state U=10t, mixing parameter c: 0.295401 (dimensionless)
120-degree state U=10t, energy: -0.446575 t
120-degree state U=10t, <S^2>: 1.434554 hbar^2
120-degree state U=10t, covariance eigenvalues: 0.364092 0.364092 0.706369 hbar^2
120-degree state U=40t, moment length: 0.998126 mu_B (g=2)
120-degree state U=40t, mixing parameter c: 0.074930 (dimensionless)
120-degree state U=40t, energy: -0.112447 t
120-degree state U=40t, <S^2>: 1.495789 hbar^2
120-degree state U=40t, covariance eigenvalues: 0.374298 0.374298 0.747193 hbar^2
120-degree state U=10t, occupied eigenvalues of sigma_x: -0.647700 -0.352300 1.000000 (dimensionless)
Tilt angles theta, phi: 60.000000 45.000000 degrees
Tilt axis put in: 0.612372 0.612372 0.500000 (dimensionless)
Tilted collinear state, moment (x,y,z) site 1: 0.599806 0.599806 0.489740 mu_B (g=2)
Tilted collinear state, moment (x,y,z) site 2: 0.599806 0.599806 0.489740 mu_B (g=2)
Tilted collinear state, moment (x,y,z) site 3: -0.587240 -0.587240 -0.479479 mu_B (g=2)
Tilted collinear state, energy: -0.401656 t
Tilted collinear state, mean spin: 0.306186 0.306186 0.250000 hbar
Tilted collinear state, <S^2>: 1.670243 hbar^2
Tilted collinear state, covariance row 1: 0.443826 -0.266295 -0.217429 hbar^2
Tilted collinear state, covariance row 2: -0.266295 0.443826 -0.217429 hbar^2
Tilted collinear state, covariance row 3: -0.217429 -0.217429 0.532591 hbar^2
Tilted collinear state, covariance eigenvalues: 0.000000 0.710121 0.710121 hbar^2
Tilted collinear state, axis found: 0.612372 0.612372 0.500000 (dimensionless)
Tilted collinear state, occupied eigenvalues of n.sigma: -1.000000 1.000000 1.000000 (dimensionless)
Energy of collinear minus 120-degree state: 0.044919 t
Exact model ground state, energy: -0.582576 t
Exact model ground state, <S^2>: 0.750000 hbar^2
S_plus example, <S^2>: 1.000000 hbar^2
S_plus example, Hermitian covariance eigenvalues: 0.000000 0.250000 0.500000 hbar^2
S_plus example, symmetric covariance eigenvalues: 0.250000 0.250000 0.250000 hbar^2
Kramers pair, spin-orbit hopping: 0.500000 t
Kramers pair, largest site moment component: 0.000000 mu_B (g=2)
Kramers pair, <S^2>: 0.141677 hbar^2
Kramers pair, covariance eigenvalues: 0.035751 0.035751 0.070175 hbar^2
```
